# Facet areas of a cubic Wulff shape and the marginal (110) plane: a numerical check

```python
"""
Wulff shape of a cubic crystal with {100} and {111} facets.
Result under test: with r = gamma100/gamma111 and t = r/sqrt(3),
  r <= 1/sqrt(3): cube;  r >= sqrt(3): octahedron;
  t <= 1/2: f111 = q^2/(2 sqrt(3) t^2 - (sqrt(3)-1) q^2), q = 3t-1;
  t >= 1/2: f100 = sqrt(3) s^2/(1 - (3-sqrt(3)) s^2),    s = 1-t,
where f100 and f111 are facet-area fractions.
In the fcc nearest-neighbour broken-bond model the (110) plane touches
the {100}/{111} shape along an edge: it is exactly marginal.
Model energies are in eps/a^2 (eps: bond energy, a: lattice constant).
rho is the second-neighbour bond energy divided by eps.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import HalfspaceIntersection

R3, R2 = np.sqrt(3.0), np.sqrt(2.0)


def family(hkl):
    """All distinct unit normals equivalent to hkl by cubic symmetry."""
    members = set()
    for perm in itertools.permutations(hkl):
        for signs in itertools.product((1, -1), repeat=3):
            members.add(tuple(int(c * s) for c, s in zip(perm, signs)))
    normals = np.array(sorted(members), dtype=float)
    return normals / np.linalg.norm(normals, axis=1)[:, None]


N100, N111, N110 = family((1, 0, 0)), family((1, 1, 1)), family((1, 1, 0))


def polygon_area(points, normal):
    """Area of a convex planar polygon given by unordered vertices."""
    if len(points) < 3:
        return 0.0
    helper = np.eye(3)[np.argmin(np.abs(normal))]
    e1 = np.cross(normal, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(normal, e1)
    centred = points - points.mean(axis=0)
    u, v = centred @ e1, centred @ e2
    order = np.argsort(np.arctan2(v, u))
    u, v = u[order], v[order]
    return 0.5 * abs(np.sum(u * np.roll(v, -1) - v * np.roll(u, -1)))


def wulff(h100, h111, h110=None):
    """Total areas of the families, volume and vertices, from half-spaces."""
    groups = [(N100, h100), (N111, h111)]
    if h110 is not None:
        groups.append((N110, h110))
    planes = np.vstack([np.column_stack([n, np.full(len(n), -h)])
                        for n, h in groups])
    vertices = HalfspaceIntersection(planes, np.zeros(3)).intersections
    areas = []
    for normals, h in groups:
        total = 0.0
        for n in normals:
            on_plane = np.abs(vertices @ n - h) < 1e-8
            total += polygon_area(vertices[on_plane], n)
        areas.append(total)
    volume = sum(h * area for (_, h), area in zip(groups, areas)) / 3
    return np.array(areas), volume, vertices


def formula_f100(r):
    t = r / R3
    if t <= 1 / 3:
        return 1.0
    if t >= 1:
        return 0.0
    if t <= 0.5:
        q = 3 * t - 1
        return 1 - q**2 / (2 * R3 * t**2 - (R3 - 1) * q**2)
    s = 1 - t
    return R3 * s**2 / (1 - (3 - R3) * s**2)


def numeric_f100(r):
    areas = wulff(r, 1.0)[0]
    return areas[0] / areas.sum()


# Facet fractions in all regimes, against the half-space construction
for r in np.concatenate([np.linspace(0.45, 1.9, 59), [R3 / 2, 2 / R3]]):
    assert abs(numeric_f100(r) - formula_f100(r)) < 1e-7

# Absolute areas (octahedron vertex at distance L = 1)
for t in (0.36, 0.45, 0.5, 0.6, 0.9):
    areas = wulff(t, 1 / R3)[0]
    q, s = 3 * t - 1, 1 - t
    if t <= 0.5:
        expected = [24 * t**2 - 12 * q**2, 4 * R3 * q**2]
    else:
        expected = [12 * s**2, 4 * R3 * (1 - 3 * s**2)]
    assert np.allclose(areas, expected, atol=1e-8)

# Quadratic appearance of new facets near both limits
small = 1e-3
ratio_octa = numeric_f100(R3 * (1 - small)) / (R3 * small**2)
ratio_cube = (1 - numeric_f100((1 + small) / R3)) / (1.5 * R3 * small**2)
assert abs(ratio_octa - 1) < 5 * small and abs(ratio_cube - 1) < 5 * small

# Ratio at which both families have the same total area
r_equal = brentq(lambda r: numeric_f100(r) - 0.5, 0.7, 1.5, xtol=1e-12)
assert abs(r_equal - R3 * (1 - 1 / np.sqrt(3 + R3))) < 1e-8


# The Wulff distances minimise surface energy at fixed volume in this family
def scaled_energy(x, r):
    areas, volume, _ = wulff(x, 1.0)
    return (r * areas[0] + areas[1]) / volume ** (2 / 3)


best_ratio = {}
for r in (0.5, 0.7, 1.0, 2 / R3, 1.9):
    best = minimize_scalar(scaled_energy, bounds=(1 / R3, R3), args=(r,),
                           method="bounded", options={"xatol": 1e-8})
    best_ratio[r] = best.x
    assert abs(best.x - np.clip(r, 1 / R3, R3)) < 1e-3

# Sign of the bracket in the truncated cube, with volume from cut corners
T, Q = sp.symbols("T Q", positive=True)
area_cube = 24 * T**2 - 12 * (3 * T - 1)**2
volume_cube = (2 * T)**3 - 8 * (3 * T - 1)**3 / 6
bracket = 2 * area_cube**2 - 3 * volume_cube * sp.diff(area_cube, T)
assert sp.expand(bracket.subs(T, (1 + Q) / 3) - 64 * Q * (1 + Q)) == 0

# Broken bonds counted atom by atom; coordinates in units of a/2
FIRST = [d for d in itertools.product((-1, 0, 1), repeat=3)
         if sum(c * c for c in d) == 2]
SECOND = [d for d in itertools.product((-2, 0, 2), repeat=3)
          if sum(c * c for c in d) == 4]
grid = np.array([p for p in itertools.product(range(-9, 10), repeat=3)
                 if sum(p) % 2 == 0])


def counted_bonds(hkl, u, v):
    """Cut first and second neighbour bonds per surface cell; cell area/a^2."""
    hkl, u, v = np.array(hkl), np.array(u), np.array(v)
    assert hkl @ u == 0 and hkl @ v == 0
    fractions = np.linalg.solve(np.column_stack([u, v, hkl]).astype(float),
                                grid.T.astype(float)).T[:, :2]
    in_column = np.all((fractions > -1e-9) & (fractions < 1 - 1e-9), axis=1)
    atoms = grid[in_column & (grid @ hkl <= 0)]
    cuts = [sum(int(np.sum((atoms + np.array(d)) @ hkl > 0)) for d in shell)
            for shell in (FIRST, SECOND)]
    return cuts[0], cuts[1], np.linalg.norm(np.cross(u, v)) / 4


def gamma_formula(n, rho=0.0):
    n1, n2, n3 = sorted(np.abs(n), reverse=True)
    return 2 * (2 * n1 + n2) + 2 * rho * (n1 + n2 + n3)


cells = {(1, 0, 0): ((0, 1, 1), (0, 1, -1)),
         (1, 1, 1): ((1, -1, 0), (0, 1, -1)),
         (1, 1, 0): ((1, -1, 0), (0, 0, 2)),
         (2, 1, 0): ((0, 0, 2), (1, -2, 1)),
         (3, 1, 1): ((0, 1, -1), (1, -1, -2))}
cut_data, gamma = {}, {}
for hkl, (u, v) in cells.items():
    cut1, cut2, cell_area = counted_bonds(hkl, u, v)
    cut_data[hkl] = (cut1, cell_area)
    gamma[hkl] = 0.5 * cut1 / cell_area
    unit = np.array(hkl) / np.linalg.norm(hkl)
    for rho in (0.0, 0.1):
        counted = 0.5 * (cut1 + rho * cut2) / cell_area
        assert abs(counted - gamma_formula(unit, rho)) < 1e-10
g100, g111, g110 = gamma[1, 0, 0], gamma[1, 1, 1], gamma[1, 1, 0]
r_bond = g100 / g111
assert abs(r_bond - 2 / R3) < 1e-12

# Reach of the {100}/{111} shape along [110], for general ratios
n110 = np.array([1, 1, 0]) / R2
for r in (0.5, 0.7, 0.9, 1.2, 1.8):
    reach = np.max(wulff(r, 1.0)[2] @ n110)
    assert abs(reach - min(np.sqrt(1.5), R2 * r)) < 1e-9

# Exact marginality of (110): contact with one whole edge
bond_areas, _, bond_vertices = wulff(g100, g111)
reach110 = np.max(bond_vertices @ n110)
assert abs(reach110 - g110) < 1e-9
touching = bond_vertices[np.abs(bond_vertices @ n110 - g110) < 1e-8]
touching = np.unique(np.round(touching, 7) + 0.0, axis=0)
assert len(touching) == 2
edge_length = np.linalg.norm(touching[1] - touching[0])
assert abs(edge_length - 2 * R2) < 1e-6

# Hill-and-valley surface of (111) and (11-1) replacing a flat (110)
area_ratio = 1 / (np.array([1, 1, 1]) / R3 @ n110)
hill_energy = area_ratio * g111
assert abs(hill_energy - g110) < 1e-10

# Every orientation is marginal; with second neighbours no others appear
rho = 0.1
second = [gamma_formula(n, rho) for n in (N100[0], N111[0], N110[0])]
second_areas, _, second_vertices = wulff(*second)
rng = np.random.default_rng(4)
for n in rng.normal(size=(2000, 3)):
    n /= np.linalg.norm(n)
    assert abs(np.max(bond_vertices @ n) - gamma_formula(n)) < 1e-8
    assert abs(np.max(second_vertices @ n) - gamma_formula(n, rho)) < 1e-8

# Response of the (110) facets to small changes of the energies
for delta in (0.01, 0.05, 0.2):
    area = wulff(g100, g111, g110 - delta)[0][2] / 12
    assert abs(area - 4 * delta * (2 + R2 * delta)) < 1e-7
for rho_test in (0.02, 0.1, 0.2):
    h = [gamma_formula(n, rho_test) for n in (N100[0], N111[0], N110[0])]
    assert abs(wulff(*h)[0][2] / 12 - 8 * R2 * rho_test) < 1e-7
raised = wulff(g100, g111, 1.01 * g110)[0]
lowered = wulff(g100, g111, 0.99 * g110)[0]
assert raised[2] == 0 and lowered[2] > 0

# Worked example with round model parameters
bond_eV, lattice_nm = 0.20, 0.40
to_SI = bond_eV * constants.e / (lattice_nm * 1e-9)**2
print(f"cube limit r = {1/R3:.4f}, octahedron limit r = {R3:.4f}")
print(f"square facets meet at corners: r = {R3/2:.4f}")
print(f"equal total areas at r = {r_equal:.4f}")
print("r = gamma100/gamma111, area fractions f100, f111:")
for r in (0.50, 0.60, 0.70, 0.80, R3 / 2, 1.00, 2 / R3, 1.40, 1.60, 1.80):
    f = numeric_f100(r)
    print(f"  r = {r:.4f}  f100 = {abs(f):.4f}  f111 = {abs(1-f):.4f}")
print("energy-minimising h100/h111 found numerically:")
for r, x in best_ratio.items():
    print(f"  r = {r:.4f}  h100/h111 = {x:.4f}")
print(f"model bond energy = {bond_eV:.2f} eV")
print(f"model lattice constant = {lattice_nm:.2f} nm")
print(f"energy unit eps/a^2 = {to_SI:.4f} J/m^2")
for hkl in ((1, 0, 0), (1, 1, 1), (1, 1, 0)):
    name = "".join(map(str, hkl))
    cuts, cell_area = cut_data[hkl]
    print(f"({name}): cut bonds per cell = {cuts}, "
          f"cell area = {cell_area:.4f} a^2")
    print(f"  gamma = {gamma[hkl]:.4f} eps/a^2 = "
          f"{gamma[hkl]*to_SI:.4f} J/m^2")
print(f"broken-bond ratio r = {r_bond:.4f}")
bond_fractions = bond_areas / bond_areas.sum()
print(f"broken-bond f100 = {bond_fractions[0]:.4f}, "
      f"f111 = {bond_fractions[1]:.4f}")
print(f"reach of shape along [110] = {reach110*to_SI:.4f} J/m^2")
print(f"|reach - gamma110| below 1e-9 eps/a^2: {abs(reach110-g110)<1e-9}")
print(f"contact edge length = {edge_length:.4f} eps/a^2")
print(f"hill-and-valley area / flat area = {area_ratio:.4f}")
print(f"hill-and-valley energy = {hill_energy*to_SI:.4f} J/m^2")
print(f"gamma110 raised 1%: f110 = {raised[2]/raised.sum():.4f}")
print(f"gamma110 lowered 1%: f110 = {lowered[2]/lowered.sum():.4f}")
fr = second_areas / second_areas.sum()
print(f"second-neighbour ratio rho = {rho:.2f}:")
print(f"  gamma100, gamma111, gamma110 = {second[0]:.4f}, "
      f"{second[1]:.4f}, {second[2]:.4f} eps/a^2")
print(f"  f100 = {fr[0]:.4f}, f111 = {fr[1]:.4f}, f110 = {fr[2]:.4f}")
print("success")
```

It prints:

```
cube limit r = 0.5774, octahedron limit r = 1.7321
square facets meet at corners: r = 0.8660
equal total areas at r = 0.9358
r = gamma100/gamma111, area fractions f100, f111:
  r = 0.5000  f100 = 1.0000  f111 = 0.0000
  r = 0.6000  f100 = 0.9963  f111 = 0.0037
  r = 0.7000  f100 = 0.9153  f111 = 0.0847
  r = 0.8000  f100 = 0.7640  f111 = 0.2360
  r = 0.8660  f100 = 0.6340  f111 = 0.3660
  r = 1.0000  f100 = 0.4000  f111 = 0.6000
  r = 1.1547  f100 = 0.2240  f111 = 0.7760
  r = 1.4000  f100 = 0.0668  f111 = 0.9332
  r = 1.6000  f100 = 0.0101  f111 = 0.9899
  r = 1.8000  f100 = 0.0000  f111 = 1.0000
energy-minimising h100/h111 found numerically:
  r = 0.5000  h100/h111 = 0.5774
  r = 0.7000  h100/h111 = 0.7000
  r = 1.0000  h100/h111 = 1.0000
  r = 1.1547  h100/h111 = 1.1547
  r = 1.9000  h100/h111 = 1.7321
model bond energy = 0.20 eV
model lattice constant = 0.40 nm
energy unit eps/a^2 = 0.2003 J/m^2
(100): cut bonds per cell = 4, cell area = 0.5000 a^2
  gamma = 4.0000 eps/a^2 = 0.8011 J/m^2
(111): cut bonds per cell = 3, cell area = 0.4330 a^2
  gamma = 3.4641 eps/a^2 = 0.6938 J/m^2
(110): cut bonds per cell = 6, cell area = 0.7071 a^2
  gamma = 4.2426 eps/a^2 = 0.8497 J/m^2
broken-bond ratio r = 1.1547
broken-bond f100 = 0.2240, f111 = 0.7760
reach of shape along [110] = 0.8497 J/m^2
|reach - gamma110| below 1e-9 eps/a^2: True
contact edge length = 2.8284 eps/a^2
hill-and-valley area / flat area = 1.2247
hill-and-valley energy = 0.8497 J/m^2
gamma110 raised 1%: f110 = 0.0000
gamma110 lowered 1%: f110 = 0.0197
second-neighbour ratio rho = 0.10:
  gamma100, gamma111, gamma110 = 4.2000, 3.8105, 4.5255 eps/a^2
  f100 = 0.2748, f111 = 0.6704, f110 = 0.0547
success
```
